\section*{At what temperature are half the donors in a crystal paired?}

\section*{Question}

I am stuck on a defect-equilibrium exercise. A crystal has $N=5\times10^{22}$ sites per cm$^3$. It contains $c=10^{18}$ donors per cm$^3$ and the same density of partner defects, and one donor can bind one partner with a binding free energy of 1.0 eV. At what temperature are half of the donors paired?

I argued that binding has to compete with the dilution of the defects, so I set $e^{G/kT}=N/c=5\times10^4$ and found about 1070 K. A friend says that a factor of 2 is missing. Another says that a donor has four neighbouring sites, so a factor of 4 is missing too. Which factors belong there, and how far should I trust the temperature for donor--vacancy pairs in silicon?

\section*{Answer}

Your friend with the factor of 2 is right. The factor of 4 depends on what ``binding free energy'' includes. Both points follow from counting arrangements.

\subsection*{Mass action from counting}

Take a crystal with $M$ sites, $n$ donors D and $n$ partners A, of which $p$ of each are joined in pairs DA. I assume that the defects are dilute, that both totals are conserved, that equilibrium is reached, and that no larger complexes form.

Let $G>0$ be the free energy gained when one pair forms. It includes vibrations and the choice of pair orientation, but not the freedom to place defects throughout the crystal. That freedom is counted separately. In the dilute limit each free defect and each pair has $M$ possible positions, and defects of one kind are interchangeable:
\begin{equation}
W(p)=\frac{M^p}{p!}\left[\frac{M^{n-p}}{(n-p)!}\right]^2 .
\end{equation}
The powers of $M$ combine to $M^{2n-p}$. Relative to the unpaired crystal, apart from a constant, the free energy is
\begin{equation}
F(p)=-pG-kT\left[(2n-p)\ln M-\ln p!-2\ln(n-p)!\right].
\end{equation}
For large numbers $d\ln p!/dp\simeq\ln p$, and $d\ln(n-p)!/dp\simeq-\ln(n-p)$. Hence
\begin{equation}
\frac{dF}{dp}=-G+kT\left[\ln M+\ln p-2\ln(n-p)\right]=0 .
\end{equation}
The second derivative, $kT[1/p+2/(n-p)]$, is positive, so this is a minimum. Exponentiating gives $pM/(n-p)^2=e^{G/kT}$. Dividing each number by the volume gives the law of mass action:
\begin{equation}
\frac{[\mathrm{DA}]}{[\mathrm D][\mathrm A]}=\frac{e^{G/kT}}{N}. \label{mass}
\end{equation}

\subsection*{The factor of 2}

Let $a$ be the paired fraction. Then $[\mathrm{DA}]=ac$ and $[\mathrm D]=[\mathrm A]=(1-a)c$, so
\begin{equation}
\frac{a}{(1-a)^2}=S,\qquad S=\frac cN e^{G/kT}. \label{fraction}
\end{equation}
Multiplying out gives $Sa^2-(2S+1)a+S=0$. Its discriminant is $(2S+1)^2-4S^2=4S+1$. The product of the two roots is 1, so the physical root is the smaller one:
\begin{equation}
a=\frac{2S+1-\sqrt{4S+1}}{2S}.
\end{equation}
For weak binding, $S\ll1$, this gives $a\simeq S$. For strong binding, $S\gg1$, Eq.~(\ref{fraction}) gives $1-a\simeq S^{-1/2}$.

At $a=1/2$ the left side of Eq.~(\ref{fraction}) is $(1/2)/(1/4)=2$. Therefore $e^{G/kT}=2N/c$, and
\begin{equation}
T_{1/2}=\frac{G}{k\ln(2N/c)}. \label{half}
\end{equation}
Here $2N/c=10^5$ and $\ln10^5=11.513$. Thus $kT_{1/2}=1.0\ \mathrm{eV}/11.513=0.0869$ eV, or
\begin{equation}
T_{1/2}\simeq1008\ \mathrm K,
\end{equation}
which is near 1010 K. Your condition was $S=1$. It gives $a=(3-\sqrt5)/2\simeq0.38$, so at your temperature fewer than half are paired.

Unequal totals show where the 2 comes from. When half of the donors are paired, $[\mathrm{DA}]=[\mathrm D]$, and Eq.~(\ref{mass}) reduces to $[\mathrm A]e^{G/kT}=N$. What matters is the density of partners that are still free, $[\mathrm A]=c_A-c_D/2$:
\begin{equation}
T_{1/2}=\frac{G}{k\ln\left[N/(c_A-c_D/2)\right]},\qquad c_A>\frac{c_D}{2}. \label{unequal}
\end{equation}
For equal totals the free density is $c/2$, which is your missing factor. As $c_A$ falls towards $c_D/2$, the logarithm diverges and $T_{1/2}$ tends to zero, because there are then barely enough partners to bind half the donors. The fall is only logarithmic: at $c_A=0.51\,c_D$ the half point is still at 752 K.

The counting can be tested without assuming mass action. On an infinite chain of sites, let a pair bind when A sits immediately to the right of D. A transfer matrix then sums all arrangements. With $c/N=2\times10^{-5}$ and $G/kT=11.513$, it gives a paired fraction of 0.500005, against 0.5 from Eq.~(\ref{half}).

\subsection*{The factor of 4}

Suppose that 1.0 eV is instead the binding free energy $E$ of a pair in one fixed orientation. With $z$ equivalent orientations, the statistical weight of a pair is
\begin{equation}
z e^{E/kT}=e^{G/kT},\qquad\text{so}\qquad G=E+kT\ln z .
\end{equation}
Putting this into $G=kT\ln(2N/c)$ and moving $kT\ln z$ to the right gives
\begin{equation}
T_{1/2}=\frac{E}{k\ln[2N/(zc)]}.
\end{equation}
In the diamond structure a donor has $z=4$ nearest neighbours. With $E=1.0$ eV the logarithm is $\ln(2.5\times10^4)$, and the temperature rises to 1146 K.

The two readings describe different pairs. For $G=1.0$ eV at 1008 K, the one-orientation value is $E=1.0-0.0869\ln4=0.880$ eV. Include the orientations once, either in $G$ or in the logarithm. The answer of 1008 K belongs to the first convention.

\subsection*{How sharp is the transition?}

At constant $G$, Eq.~(\ref{fraction}) can be solved for the temperature:
\begin{equation}
T(a)=\frac{G}{k\ln\left[aN/\left((1-a)^2c\right)\right]}.
\end{equation}
For $a=0.9$ the factor $a/(1-a)^2$ is 90, which gives 757 K. For $a=0.1$ it is 0.123, which gives 1330 K. Pairing therefore fades over more than 500 K, and ``half association'' marks the middle of a broad crossover.

For the slope, take the logarithm of Eq.~(\ref{fraction}),
\begin{equation}
\ln a-2\ln(1-a)=\ln\frac cN+\frac G{kT},
\end{equation}
and differentiate. On the left, $1/a+2/(1-a)=(1+a)/[a(1-a)]$. On the right, write $G=H+TS_b$, where $H$ is the enthalpy released by binding and $S_b=dG/dT$ is the entropy gained, again without the placement entropy. Then
\begin{equation}
\frac{d}{dT}\frac{G}{kT}=\frac{S_b}{kT}-\frac{G}{kT^2}=-\frac{H}{kT^2},
\end{equation}
and so
\begin{equation}
\frac{da}{dT}=-\frac{a(1-a)}{1+a}\,\frac{H}{kT^2}.
\end{equation}
At $a=1/2$ the prefactor is $(1/4)/(3/2)=1/6$. Constant $G$ means $S_b=0$ and $H=G$, so the slope is $-11.513/(6\times1008\ \mathrm K)=-0.0019$ K$^{-1}$. The same chain, differenced over 10 K, gives the same slope to the digits shown. An error of 10 K thus changes the paired fraction by about 0.02.

The input energy matters more. Since $T_{1/2}$ is proportional to $G$ at fixed densities, an extra 0.1 eV raises it by 101 K. If 1.0 eV is the enthalpy $H$, then $H/kT_{1/2}=\ln(2N/c)-S_b/k$. An entropy $S_b=+k$ gives 1104 K, and $S_b=-k$ gives 927 K.

\subsection*{When a pair can bind a third defect}

Low density alone does not justify leaving out triples. Let $G_2$ be the free energy gained when a pair binds one more donor or one more partner, taken equal for both cases and including all arrangements of the triple. By the same mass-action argument,
\begin{equation}
\frac{[\mathrm{D_2A}]}{[\mathrm{DA}]}=\frac{f}{N}e^{G_2/kT},
\end{equation}
where $f$ is the density of free donors, equal to that of free partners. At the half point of the pair model, $f/N=c/(2N)=e^{-G/kT}$, so this ratio is $e^{-(G-G_2)/kT}$. The density now enters only through the temperature of the half point: triples are rare there if $G-G_2\gg kT$.

To find the new balance, define $K=e^{G/kT}/N$ and $K_3=Ke^{G_2/kT}/N$. A $\mathrm{D_2A}$ complex holds two donors and a $\mathrm{DA_2}$ complex holds one, so donor conservation reads
\begin{equation}
c=f+Kf^2+3K_3f^3 .
\end{equation}
At 1008 K, $G_2=0.5$ eV changes the associated fraction from 0.500 to 0.502. With $G_2=1.0$ eV it becomes 0.667. In that second case triples are no longer a small correction, so stopping at triples is itself unjustified, and 0.667 only signals that the pair model has failed.

\subsection*{Donor--vacancy pairs in silicon}

The site density is that of silicon, and a binding energy of order 1 eV is a reasonable rough scale for a donor--vacancy pair. A vacancy density of $10^{18}$ cm$^{-3}$ is far above thermal equilibrium near 1000 K. It has to be produced, for example by implantation. Three assumptions then need attention: the absence of larger clusters, the charge states and the conserved number of partners.

\textbf{Clusters.} Two vacancies can bind each other. Let $G_V$ be the free energy gained, including all arrangements of the divacancy. Mass action gives $[\mathrm A_2]/[\mathrm A]=(f/N)e^{G_V/kT}$, which at the half point of the pair model equals $e^{(G_V-G)/kT}$. Divacancies are therefore negligible there only if $G-G_V\gg kT$. In silicon their binding energy is also of order 1 eV or more, so this condition is not met. Divacancies and larger vacancy clusters take partners away from the donors and can lower $T_{1/2}$ strongly. With divacancies alone, half pairing still needs $[\mathrm A]=Ne^{-G/kT}$, and partner conservation gives $c/(2N)=e^{-G/kT}+2e^{-(2G-G_V)/kT}$. This puts $T_{1/2}$ at 920 K for $G_V=1.0$ eV and at 475 K for $G_V=1.5$ eV. A pair that binds a second donor has the opposite effect: one partner then holds two donors, so more donors are bound. The estimates below leave out all these clusters and show only the separate effects of charge and of partner loss.

\textbf{Charge.} Suppose that $G$ refers to isolated D$^+$ and A$^-$ forming a neutral pair. If fractions $x_D$ and $x_A$ of the free defects carry those charges, the right side of Eq.~(\ref{mass}) is multiplied by $x_Dx_A$ when $[\mathrm D]$ and $[\mathrm A]$ denote all free defects. The half-point condition becomes
\begin{equation}
\frac{G}{kT}=\ln\frac{2N}{c\,x_Dx_A}.
\end{equation}
As rough model inputs I take a gap of 0.8 eV, density-of-states masses of 1.1 (electrons) and 0.9 (holes) electron masses, a donor level 0.05 eV below the conduction band, and a partner level 0.4 eV above the valence band. I also give each neutral defect state twice the degeneracy of the charged one, as for a simple one-electron level:
\begin{equation}
x_D=\frac1{1+2e^{(E_F-E_D)/kT}},\qquad
x_A=\frac1{1+2e^{(E_A-E_F)/kT}} .
\end{equation}
With $c/2$ of each defect free, neutrality requires $n_h+x_Dc/2=n_e+x_Ac/2$. At 1008 K it puts $E_F$ at 0.396 eV above the valence band, with $n_e=1.70\times10^{18}$ and $n_h=1.38\times10^{18}$ cm$^{-3}$. Then $x_D=0.97$ and $x_A=0.32$. Holding these fractions fixed lowers $T_{1/2}$ to 915 K, mainly because most free partners are neutral in this model. The number follows the inputs closely: moving the partner level down or up by 0.1 eV gives 961 or 856 K, and a gap of 0.88 eV, nearer to the usual extrapolation for silicon at 1000 K, gives 938 K. In a real silicon vacancy the neutral state is a spin singlet and the negative one a doublet. That favours the charged state and, for the same level, makes the shift smaller: replacing the 2 in $x_A$ by $1/2$ gives 968 K.

Mobile charges also stabilise the separated ions. In linear screening the potential of an ion is $e\,e^{-r/L}/(4\pi\epsilon r)$. Subtracting the bare potential and letting $r\to0$ leaves $-e/(4\pi\epsilon L)$ from the screening cloud. The cloud grows in proportion to the ion's charge, so the charging work is half the product of charge and potential, $-e^2/(8\pi\epsilon L)$ per ion. If the screening of the compact neutral pair is neglected, two ions lower the binding by
\begin{equation}
\Delta G=\frac{e^2}{4\pi\epsilon L},\qquad
L^2=\frac{\epsilon kT}{e^2\left[n_e+n_h+(x_D+x_A)c/2\right]} .
\end{equation}
For relative permittivity 11.7, $L=3.9$ nm and $\Delta G=0.032$ eV. This is an estimate only. A sphere of radius $L$ holds about one charge, so linear screening is marginal, and the formula lets the ions screen as if they were mobile; with electrons and holes alone, $L=4.3$ nm and $\Delta G=0.029$ eV. By itself, with the loss held fixed, this gives 976 K. Solving for both effects together, with carriers and charge fractions following the temperature but the gap fixed, gives about 900 K. Other charge states of the pair, and further ones of the free partner, are left out. At a given Fermi level, the former would add to the paired population and raise the temperature, while the latter would add to the free population and lower it.

\textbf{Conservation.} Let free partners hop to each of the four neighbours, at distance $d=0.235$ nm, with rate $\nu e^{-E_m/kT}$. Rough values are $\nu=10^{13}$ s$^{-1}$ and $E_m=0.4$ eV. The diffusion constant is $D_m=4d^2\nu e^{-E_m/kT}/6=3.7\times10^{-5}$ cm$^2$/s at 1008 K. For capture at distance $d$, without Coulomb attraction, the rate constant is $q=4\pi dD_m$, and
\begin{equation}
\frac{da}{dt}=qc(1-a)^2-ra,\qquad r=qNe^{-G/kT}.
\end{equation}
The value of $r$ makes the equilibrium agree with Eq.~(\ref{fraction}). At the half point $r=qc/2$. A small deviation decays at the rate $2qc(1-a)+r=qc+qc/2=3qc/2$, which corresponds to 0.06 $\mu$s.

Half of the partners are free, so the time to diffuse 1 $\mu$m to a surface scales as $(1\,\mu\mathrm m)^2/(D_m/2)=0.5$ ms. Substantial loss comes earlier: a uniform layer 1 $\mu$m thick with one absorbing surface and immobile pairs loses 35\% of its partners in about 0.06 ms and half in about 0.1 ms. Pairing equilibrates first, but during a longer anneal the partners drain away. Equation~(\ref{unequal}) then applies with a falling $c_A$, and $T_{1/2}$ tends to zero as $c_A$ approaches $c_D/2$. Once $c_A$ is below $c_D/2$, pairs alone cannot bind half of the donors at any temperature. By Eq.~(\ref{unequal}), losing 35\% of the partners already lowers $T_{1/2}$ to about 910 K, much as the charge fractions do, and further loss lowers it more.

Cooling does not preserve the half-paired state in this model either. At 300 K and constant $G$, the equilibrium unpaired fraction is $8.9\times10^{-7}$, and a pair takes $1/r=6\times10^9$ s to dissociate. Capture is still fast: $qc=rS\simeq r/(1-a)^2\simeq200$ s$^{-1}$. Neglecting dissociation, the unpaired fraction $u=1-a$ obeys $du/dt=-qcu^2$, so $1/u=2+qct$ after a sudden quench from one half. It halves in $2/(qc)\simeq10$ ms. Within this model, a room-temperature measurement made later would find mostly pairs. Coulomb attraction between oppositely charged defects, left out here, would shorten the capture time and, if $G$ is held fixed, the dissociation time as well.

So 1008 K is the answer to the exercise as an ideal pair model with orientations included in $G$. Do not use it as a prediction for a silicon wafer. For that you would first need the binding of vacancies to each other and of further donors to a pair, the charge states to which the 1.0 eV refers, and the number of partners that survive the anneal. The model inputs and the main results are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Site density N: 5e+22 cm^-3
Total donors = total partners c: 1e+18 cm^-3
Binding free energy G: 1 eV
Logarithm ln(2N/c): 11.5129
Thermal energy at half association: 0.08686 eV
Half-association temperature: 1008.0 K
Exact chain paired fraction there: 0.500005
Temperature for 90 percent paired: 757.5 K
Temperature for 10 percent paired: 1329.6 K
Slope of paired fraction at half: -0.00190 K^-1
Exact chain slope: -0.00190 K^-1
Shift of T_half for +0.1 eV in G: 100.8 K
Diamond neighbour orientations z: 4
T_half if G is per orientation: 1145.9 K
Per-orientation energy equivalent to G at T_half: 0.8796 eV
T_half if H=1 eV, binding entropy=+1 k: 1103.8 K
T_half if H=1 eV, binding entropy=-1 k: 927.4 K
Two-orientation chain T_half: 1072.5 K
Exact two-orientation fraction there: 0.500009
Triple test, exact chain fraction: 0.50487
Triple test, mass-action fraction: 0.50474
Associated at T_half with triples, G2=0.5 eV: 0.5016
Associated at T_half with triples, G2=1.0 eV: 0.6667
Rough gap near T_half: 0.8 eV
Rough electron density-of-states mass: 1.1 electron masses
Rough hole density-of-states mass: 0.9 electron masses
Rough relative permittivity: 11.7
Rough donor depth below conduction band: 0.05 eV
Rough partner level above valence band: 0.4 eV
Fermi level above valence band at T_half: 0.396 eV
Electron density at T_half: 1.7e+18 cm^-3
Hole density at T_half: 1.38e+18 cm^-3
Electron density error without degeneracy: 0.34 %
Charged fraction of free donors: 0.967
Charged fraction of free partners: 0.323
T_half with charge fractions fixed: 915 K
Screening length: 3.88 nm
Binding loss from screening: 0.0317 eV
T_half with screening loss fixed: 976 K
T_half with both, self-consistent: 898 K
Nearest-neighbour distance: 0.235 nm
Rough partner migration barrier: 0.4 eV
Rough attempt frequency: 1e+13 s^-1
Free-partner diffusion at T_half: 3.7e-05 cm^2/s
Pair relaxation time at T_half: 6.1e-08 s
Surface distance: 1 um
Partner escape time at T_half: 0.00054 s
Equilibrium unpaired fraction at 300 K: 8.9e-07
Pair dissociation time at 300 K: 6.1e+09 s
\end{verbatim}
